# How Far Gaussian Blur Pulls Back a Right-Angled Resist Corner

## Problem

An electron beam exposes a large pad in a resist film. One corner of the pad is a right angle. Put the origin at its vertex and the axes along its edges, so that the nominal exposure is a uniform dose $D_0$ for $x>0,\ y>0$ and zero elsewhere. The size of the beam, the travel of secondary electrons and the diffusion of acid spread this dose. Model the spreading as linear, the same everywhere, and Gaussian:

$$K(x,y)=\frac{1}{2\pi\sigma^2}\,e^{-(x^2+y^2)/2\sigma^2}.$$

Here $\sigma$ is the standard deviation along each axis, and $K$ has unit area, so blur moves dose without creating any. The resist edge is taken to be the contour where the blurred dose $D$ equals $D_0/2$, half the plateau value deep inside the pad.

1. Estimate by scaling where this contour crosses the diagonal $x=y$. Let $s$ be the distance from the vertex along the diagonal, positive into the pad.
2. Find $s$ exactly within the model, and show that the crossing is the contour's nearest point to the vertex.
3. Decide how large a square must be to count as large.
4. Evaluate the result for independent beam, secondary-electron and acid-diffusion blurs of 2, 3 and 4 nm, and size the main effects left out.

## First estimate by scaling

The ideal corner has no length of its own: enlarging a quadrant about its vertex gives the same quadrant. The threshold is a pure fraction of $D_0$. The sole length is therefore $\sigma$, and

$$s=c\,\sigma$$

with a pure number $c$. Doubling the blur doubles the pullback, whatever the dose, provided the threshold remains half the plateau.

To estimate $c$, start at the vertex. The kernel is centred there and is unchanged by reflection in either axis. Each quadrant holds a quarter of its area, so $D=D_0/4$. On a long straight edge, by the same symmetry, half the kernel lies over exposed resist and $D=D_0/2$. The contour thus follows the nominal edges far from the corner, but near the vertex it must move inward to gain another $D_0/4$.

How fast does the dose rise on moving inward? Moving the observation point by $ds$ along the diagonal changes each coordinate by $ds/\sqrt2$. Seen from that point, the exposed region gains a strip of width $ds/\sqrt2$ along each of its two edges. At the vertex, each strip runs outward from the centre of the kernel and collects, per unit width,

$$\int_0^\infty K(0,y)\,dy=\frac{1}{2\pi\sigma^2}\,\sqrt{\frac{\pi}{2}}\,\sigma=\frac{1}{2\sqrt{2\pi}\,\sigma}.$$

The two strips together give

$$\frac{d(D/D_0)}{ds}\bigg|_{s=0}=2\cdot\frac{1}{\sqrt2}\cdot\frac{1}{2\sqrt{2\pi}\,\sigma}=\frac{1}{2\sqrt\pi\,\sigma}\approx\frac{0.282}{\sigma}.$$

The overlap of the strips is of order $ds^2$ and does not affect the slope. If the slope stayed constant, the missing quarter would be gained after

$$s_{\rm est}=\frac14\cdot 2\sqrt\pi\,\sigma=\frac{\sqrt\pi}{2}\,\sigma\approx0.886\,\sigma.$$

## Exact solution

**The blurred dose.** The dose at $(x,y)$ is the sum of contributions from all exposed points $(x',y')$:

$$\frac{D(x,y)}{D_0}=\int_0^\infty\!dx'\int_0^\infty\!dy'\,K(x-x',y-y').$$

The exponential of a sum is a product, and the limits on $x'$ do not involve $y'$. The integral therefore splits into two factors. In the first, set $t=(x-x')/\sigma$, so $dx'=-\sigma\,dt$. The limits $x'=0$ and $x'=\infty$ become $t=x/\sigma$ and $t=-\infty$; the minus sign reverses them:

$$\int_0^\infty\frac{e^{-(x-x')^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,dx'=\int_{-\infty}^{x/\sigma}\phi(t)\,dt=\Phi(x/\sigma),$$

where $\phi(t)=e^{-t^2/2}/\sqrt{2\pi}$ is the standard normal density and $\Phi$ its cumulative function. The second factor is the same with $y$ in place of $x$. Hence

$$\frac{D(x,y)}{D_0}=\Phi(x/\sigma)\,\Phi(y/\sigma).$$

At the vertex this is $\frac12\cdot\frac12=\frac14$. Far along the vertical edge, $x=0$ and $y\gg\sigma$, it tends to $\frac12\cdot1=\frac12$, as required.

**The diagonal crossing.** Set $x=y=a$. The half-dose condition is $\Phi(a/\sigma)^2=\frac12$. Since $\Phi$ is positive, we take the positive square root:

$$\Phi(a/\sigma)=\frac{1}{\sqrt2}=0.70711.$$

The function $\Phi$ increases steadily from 0 to 1, so there is one solution,

$$\frac a\sigma=u=\Phi^{-1}\!\left(\frac1{\sqrt2}\right)=0.54495.$$

The right-hand side exceeds $\frac12$, so $u$ is positive and the point lies inside the nominal exposure. Its distance from the vertex is $\sqrt{a^2+a^2}=\sqrt2\,a$:

$$\boxed{s=\sqrt2\,\sigma\,\Phi^{-1}\!\left(\frac1{\sqrt2}\right)=0.771\,\sigma}$$

The convention for the width matters. If the kernel is written as $e^{-r^2/\alpha^2}/(\pi\alpha^2)$, comparison of exponents gives $\alpha=\sqrt2\,\sigma$, and the same distance is $s=u\alpha=0.545\,\alpha$.

**A check without factorization.** Stand at $(a,a)$ and divide the exposed region into thin angular sectors. In direction $\theta$ let $R(\theta)$ be the distance to the boundary, infinite if the ray never meets it. The radial integral is elementary:

$$\int_0^R\frac{e^{-r^2/2\sigma^2}}{2\pi\sigma^2}\,r\,dr=\frac{1-e^{-R^2/2\sigma^2}}{2\pi}.$$

Thus

$$\frac{D}{D_0}=\frac1{2\pi}\int_0^{2\pi}\left[1-e^{-R(\theta)^2/2\sigma^2}\right]d\theta.$$

Solving numerically for the point where this equals $\frac12$ gives $s/\sigma=0.77068$, the same as the formula to all five decimals.

**Nearest point to the vertex.** Let $z$ be a coordinate divided by $\sigma$, and define $m(z)=\phi(z)/\Phi(z)$, the derivative of $\ln\Phi$. Because $\phi'=-z\phi$,

$$\frac{d^2\ln\Phi}{dz^2}=\frac{\phi'}{\Phi}-\frac{\phi^2}{\Phi^2}=-m\,(z+m)=-\frac{m}{\Phi}\,(z\Phi+\phi).$$

The last bracket has derivative $\Phi+z\phi-z\phi=\Phi>0$ and vanishes as $z\to-\infty$, so it is positive for every finite $z$. The second derivative is therefore negative, and $\ln\Phi$ is concave. The sum $\ln\Phi(x/\sigma)+\ln\Phi(y/\sigma)$ is concave too, so the region where it is at least $\ln\frac12$ is convex.

The vertex, with a quarter of the dose, lies outside this closed convex region. Such a region has one nearest point to any point outside it. Exchanging $x$ and $y$ leaves both the region and the vertex unchanged, so the nearest point must be its own mirror image and lie on the diagonal. The pullback $s$ is thus also the shortest distance from the nominal vertex to the contour.

**Return to the straight edges.** The full contour satisfies $\Phi(x/\sigma)=1/[2\Phi(y/\sigma)]$. For large $y$ write $\Phi(y/\sigma)=1-q$ with small $q$. The right-hand side is then approximately $\frac12(1+q)$, while the left is approximately $\frac12+x/(\sqrt{2\pi}\,\sigma)$. Equating them gives

$$x\approx\sqrt{\frac\pi2}\,q\,\sigma.$$

At $y=2\sigma$, $q=0.023$ and the contour is about $0.03\,\sigma$ from the nominal edge. Rounding is concentrated within a few standard deviations of the vertex.

## Comparison of estimate and solution

The constant-slope estimate, $0.886\,\sigma$, is 15 percent above the exact distance. The reason is visible in the slope along the diagonal. With $z=s/(\sqrt2\,\sigma)$, the chain rule gives

$$\frac{d(D/D_0)}{ds}=2\Phi(z)\phi(z)\,\frac{1}{\sqrt2\,\sigma}=\frac{\sqrt2\,\Phi(z)\phi(z)}{\sigma}.$$

At the vertex this is $0.282/\sigma$, as found from the strips. At the crossing $\sqrt2\,\Phi(u)=1$, so it becomes

$$\frac{d(D/D_0)}{ds}\bigg|_{\rm crossing}=\frac{\phi(u)}\sigma=\frac{0.344}{\sigma}.$$

Between these points the derivative of $\Phi\phi$ is $\phi(\phi-z\Phi)$. For $z>0$ the inner bracket decreases, since $\phi$ falls and $z\Phi$ grows. The slope can therefore rise and then fall, but cannot dip below the smaller of its end values, $0.282/\sigma$. The dose gains its missing quarter sooner than the estimate assumes, which makes the estimate an upper bound.

A better approximation keeps the product and linearizes each factor: $\Phi(z)\approx\frac12+z/\sqrt{2\pi}$. Setting this equal to $1/\sqrt2$ gives

$$z\approx\sqrt{2\pi}\left(\frac1{\sqrt2}-\frac12\right),\qquad s\approx\sqrt2\,\sigma z=\sqrt\pi\,(\sqrt2-1)\,\sigma=0.734\,\sigma.$$

This is 5 percent below the exact result. It is a lower bound because $\phi(t)<\phi(0)$ for $t>0$: the true $\Phi$ rises more slowly than its tangent and needs a larger $z$ to reach the same value. The two elementary estimates bracket the solution.

The straight edge has slope $\phi(0)/\sigma$ along its normal. The corner slope is smaller by the factor $\phi(u)/\phi(0)=e^{-u^2/2}=0.862$. The same small change in relative threshold therefore moves the diagonal crossing farther than it moves a straight edge along its normal.

## When is a square large?

For a square of side $L$, exposure stops at $x'=L$ and $y'=L$. Subtracting the missing part of each one-dimensional integral changes the diagonal condition to

$$\Phi\!\left(\frac a\sigma\right)-\Phi\!\left(\frac{a-L}{\sigma}\right)=\frac1{\sqrt2}.$$

The subtracted term is a tail, $q_L=\Phi((a-L)/\sigma)$. When it is small, the first term must rise by $q_L$, so $a/\sigma$ grows by about $q_L/\phi(u)$ and

$$\Delta s\approx\frac{\sqrt2\,\sigma\,q_L}{\phi(u)}.$$

The correction disappears as fast as a Gaussian tail. At $L=4\sigma$ the tail is $q_L=\Phi(0.545-4)\approx0.0003$, and $\Delta s\approx0.001\,\sigma$, less than 0.2 percent of $s$. For the diagonal crossing at a threshold fixed at $D_0/2$, a square with sides of at least $4\sigma$ therefore counts as large at that accuracy. The rest of the contour converges more slowly. At $L=4\sigma$ the centre receives only $0.911\,D_0$ and the midpoints of the edges lie $0.06\,\sigma$ inside their nominal positions; a threshold set to half the actual centre dose would give $s=0.64\,\sigma$. At $L=6\sigma$ these values are $0.995\,D_0$, $0.003\,\sigma$ and $0.763\,\sigma$.

In the opposite limit the contour closes up. Each one-dimensional factor is greatest midway between its edges, so the centre receives the largest dose. There $a=L/2$, and $\Phi(-z)=1-\Phi(z)$ turns the condition for reaching half dose into

$$2\Phi\!\left(\frac L{2\sigma}\right)-1\ge\frac1{\sqrt2}.$$

Solving for the side gives

$$L\ge2\sigma\,\Phi^{-1}\!\left(\frac{1+1/\sqrt2}{2}\right)=2.10\,\sigma.$$

A smaller square has no half-dose contour at this exposure. At the limiting size the crossing has withdrawn to the centre, and the isolated-corner result no longer applies.

## Numbers for an electron-beam exposure

**Total blur and pullback.** Successive independent blurs are convolutions. The Fourier transform of a normalized Gaussian is $e^{-\sigma_i^2k^2/2}$, and convolution multiplies transforms. The exponents add, leaving a Gaussian with

$$\sigma=\sqrt{2^2+3^2+4^2}\ \text{nm}=\sqrt{29}\ \text{nm}=5.385\ \text{nm}.$$

Then $a=0.54495\times5.385=2.93$ nm and

$$s=0.77068\times5.385\ \text{nm}=4.15\ \text{nm}.$$

The two estimates give 4.77 nm and 3.95 nm. For a pad of side 2000 nm, the finite-size result agrees with the ideal corner to the printed 4.1502 nm. A 30 nm square also gives 4.150 nm, a 20 nm square 4.167 nm and a 15 nm square 4.46 nm. The smallest square that reaches half dose has a side of 11.3 nm.

**Dose error.** Raise the dose by 10 percent while holding the development threshold fixed. The condition becomes $1.10\,\Phi(a/\sigma)^2=0.5$, and $s$ falls to 3.44 nm. The slope explains this: the threshold relative to the new plateau drops by $0.5-0.5/1.10=0.0455$, and $0.0455/0.06386=0.71$ nm.

The straight edges move outward as well, by about $0.0455/0.07408=0.614$ nm. Their new intersection lies $\sqrt2\times0.614=0.87$ nm outside the old vertex, so the contour is $3.44+0.87=4.31$ nm from it. Overdose brings the contour closer to the nominal vertex here, but does not sharpen the corner relative to the printed edges.

**Shape of the blur.** Suppose one tenth of the dose has a secondary-electron blur of 10 nm instead of 3 nm, the other two blurs being fixed. The kernel is then a weighted sum of two Gaussians, and so is the dose:

$$0.9\,\Phi(a/\sigma)^2+0.1\,\Phi(a/\sigma_t)^2=\frac12,\qquad \sigma_t=\sqrt{2^2+10^2+4^2}\ \text{nm}.$$

The pullback increases to 4.37 nm, or 5 percent. A straight edge stays in place because the kernel is still symmetric.

Acid diffusion acts in the other direction if 4 nm denotes its spread at the end of the bake. Acid causes deprotection while it spreads. At low conversion and without acid loss, deprotection follows the time integral of acid concentration. With $\tau$ the elapsed fraction of the bake, the variance is $\sigma^2(\tau)=(2^2+3^2+4^2\tau)$ nm², and the condition becomes

$$\int_0^1\Phi\!\left(\frac{a}{\sigma(\tau)}\right)^2d\tau=\frac12.$$

This gives $s=3.47$ nm, 16.5 percent below the basic result. Most of the change comes from the mean acid variance being half its final value: a single Gaussian with that mean variance gives 3.53 nm.

**Backscattering.** Electrons returning from the substrate add a broad dose. Take the ratio of backscattered to direct deposited energy as $\eta=0.6$ and the backscatter kernel as $e^{-r^2/\beta^2}/(\pi\beta^2)$ with $\beta=30$ µm. The isolated 2 µm pad is small on this scale, so its background relative to $D_0$ is approximately

$$b=\frac{\eta L^2}{\pi\beta^2}=\frac{0.6\times2^2}{\pi\times30^2}=8.5\times10^{-4}.$$

At fixed threshold this changes the pullback by about 0.01 nm. This smallness requires $L\ll\beta$. An isolated 30 µm pad has a background of 0.107 at its corner, and $s$ falls to 2.47 nm. For $L\gg\beta$ the background tends to $\eta/4$ at the corner and $\eta/2$ at the middle of an edge, so no single threshold restores both: for a 100 µm pad, $s=1.76$ nm at fixed threshold and about 6.5 nm if the threshold is set to place the edge midpoints correctly.

If surroundings of 50 percent density extend well beyond $\beta$, then $b=0.6\times0.5=0.30$. At the old threshold the direct dose need supply just $0.5-0.3=0.2$. The straight edge moves 4.53 nm outward, and the diagonal crossing moves to 1.01 nm outside the nominal vertex. The sign of the result has changed. Setting the threshold to $0.5+b$ restores $\Phi(x/\sigma)\Phi(y/\sigma)=0.5$, and with it the original contour, as long as the background is uniform across the corner.

**Shot noise.** A dose of 100 µC/cm² is 6.24 electrons/nm². With 0.5 acid-producing events per electron, the event density is $n=3.12$ nm⁻². If events occur independently and each contributes $K/n$ to the relative dose, their variances add:

$$\operatorname{Var}\!\left(\frac D{D_0}\right)=\frac1n\int_{\rm exposed}K^2\,dx'dy'.$$

Squaring the kernel gives

$$K^2=\frac{e^{-r^2/\sigma^2}}{4\pi^2\sigma^4}=\frac1{4\pi\sigma^2}\cdot\frac{e^{-r^2/\sigma^2}}{\pi\sigma^2}.$$

The last factor is a normalized Gaussian of standard deviation $\sigma/\sqrt2$. Its integral over the quadrant, seen from $(a,a)$, is $\Phi(\sqrt2\,a/\sigma)^2=\Phi(s/\sigma)^2$. The relative-dose noise is therefore

$$\frac{\Phi(s/\sigma)}{\sqrt{4\pi\sigma^2n}}=0.0231.$$

For small noise, dividing by the slope gives the scatter in position: $0.0231/0.06386=0.36$ nm. In 1000 simulated random exposures, the crossing had a standard deviation of 0.358 nm, against 0.362 nm from the formula.

At this event density the estimate is low. It treats each event as already spread smoothly over the whole blur and gives every event the same yield; random individual displacements and yields add variance. If each event is instead displaced at random by the beam and secondary-electron blurs (variance 13 nm²) and smoothed only by the 4 nm acid kernel, the same argument gives a relative-dose noise of $\Phi(a/\sqrt{21\ \text{nm}^2})/\sqrt{4\pi\,(4\ \text{nm})^2 n}=0.030$, or about 0.46 nm in position. The narrower time-integrated acid kernel raises the scatter further, towards the size of the largest systematic shifts of the isolated pad.

**Relation to a real exposure.** The inputs are rough values for a 100 keV beam and a chemically amplified resist on silicon, not a fit to a particular process. Among the effects sized here, uncorrected dense-pattern backscattering moves the corner most, by about 5.2 nm. For the isolated 2 µm pad, which is small compared with $\beta$ so that backscattering is negligible, the 10 percent dose error and the treatment of acid diffusion matter most, at about 0.7 nm each. In the dense pattern, resetting the threshold to $0.5+b=0.8$ restores the contour but not its tolerance to dose: a 10 percent overdose scales the background too, so the direct dose need supply only $0.8/1.10-0.30=0.427$, and the crossing moves by about 1.1 nm. Nonlinear deprotection, development kinetics and variation through the film thickness are not sized. The value 4.15 nm is thus the pullback of a linear Gaussian model with a half-plateau threshold; for a real resist it supports an expectation of a few nanometres when the blur and threshold are comparable. The numerical output below lists the inputs and intermediate values.

## Numbers as computed

```
Beam standard deviation: 2.0 nm
SE standard deviation: 3.0 nm
Acid diffusion standard deviation: 4.0 nm
Total sigma: 5.3852 nm
Relative dose at vertex, direct integral: 0.2500
Relative dose at straight edge, direct integral: 0.5000
Phi at half-dose crossing, 1/sqrt(2): 0.70711
Coordinate a/sigma: 0.54495
Diagonal distance s/sigma: 0.77068
Same distance from polar integration: 0.77068
Coordinate a: 2.9347 nm
Corner pullback s: 4.1502 nm
Relative-dose slope at corner: 0.06386 1/nm
Relative-dose slope at straight edge: 0.07408 1/nm
Corner/edge slope ratio: 0.8620
Pad side: 2000 nm
Pullback of finite pad: 4.1502 nm
Minimum square side/sigma: 2.1036
Minimum square side: 11.328 nm
Pullback for 15 nm square: 4.4620 nm
Pullback for 20 nm square: 4.1673 nm
Pullback for 30 nm square: 4.1502 nm
Overdose factor: 1.10
Pullback with overdose: 3.439 nm
SE tail dose fraction: 0.10
SE tail standard deviation: 10.0 nm
Pullback with SE tail: 4.371 nm
Pullback with time-integrated acid: 3.465 nm
Pullback using mean acid variance: 3.532 nm
Backscatter ratio: 0.60
Backscatter range: 30.0 micrometre
Isolated-pad background/D0: 0.000846
Pullback with isolated-pad background: 4.137 nm
Surrounding pattern density: 0.50
Dense-pattern background/D0: 0.30
Dense corner position (negative is outside): -1.011 nm
Dense edge position (negative is outside): -4.532 nm
Areal dose: 100.0 uC/cm2
Incident electrons per area: 6.242 1/nm2
Acid-producing events per electron: 0.50
Acid-producing events per area: 3.121 1/nm2
Relative-dose noise at crossing: 0.0231
Crossing scatter, formula: 0.362 nm
Crossing scatter, simulation: 0.358 nm
```
